Valence-band offset from two bulk calculations and one interface potential step

**The problem**

Two crystals A and B meet at a flat interface normal to z, with A on the left. The valence-band offset is the difference between their valence edges on one common energy scale:

ΔE_v = E_v(B) − E_v(A).

It is positive when B has the higher edge, so that holes collect in B. Three calculations are available: bulk A, bulk B, and a junction containing both. Each has its own zero of potential.

The electron's electrostatic potential energy V is in eV, lengths are in nm, and the total charge density ρ (ions minus electrons) is in units of e/nm³. Since V = −eφ, Poisson's equation for quantities averaged over planes parallel to the interface is

V'' = Kρ, K = e/ε0 = 18.0951 V nm.

The numerical example is a one-dimensional model with Hamiltonian

H = −(ħ²/2m) d²/dz² + V + W.

W = −(e²/4πε0)(3n/π)^(1/3) is the local exchange potential of the electron density n. Each period holds one Gaussian plane of ions and one of electrons, with the same centre and opposite charges:

- periods: a_A = 0.54 nm, a_B = 0.58 nm
- sheet charges: σ_A = 2.4 e/nm², σ_B = 1.8 e/nm²
- Gaussian widths: s_ion = 0.05 nm, s_el = 0.12 nm

At the interface, 0.04 electrons per nm² are moved 0.20 nm from the A side to the B side. The densities are prescribed, not self-consistent. The valence band is the lowest band, with its top at k = π/a. Motion parallel to the planes is left out. For uniform planes it would be free and would close the gap, so the edges, gaps and masses below refer to motion along z only.

**(a) Why does a bulk calculation give no absolute valence edge, and which combination of its results is free of the arbitrary zero?**

Expand V and ρ of a periodic crystal in reciprocal-lattice components. Two derivatives of exp(iGz) give −G², so Poisson's equation becomes

−G² V_G = K ρ_G.

For G ≠ 0 this fixes V_G = −Kρ_G/G². For G = 0 it reads 0 = Kρ_0. A neutral crystal satisfies this whatever V_0 is, so the cell average v̄ = V_0 is a free choice.

Replace V by V + c. If Hψ = Eψ, then

(H + c)ψ = (E + c)ψ.

The wavefunctions are unchanged, hence so are the density and W. Nonlocal terms in H would not alter this argument, because c multiplies the identity. Every level moves by c, and so does the average:

E_v → E_v + c, v̄ → v̄ + c.

Their difference is therefore invariant:

β = E_v − v̄.

It measures the valence edge from the mean electrostatic energy of its own crystal. One bulk calculation supplies β, but cannot say where v̄ lies relative to another crystal.

**(b) The junction potential oscillates with period a_A on one side and a_B on the other. How is a mean level defined on both sides?**

Average a function over a window of width w centred on z:

⟨f⟩_w(z) = (1/w) ∫ f(z + u) du, u from −w/2 to w/2.

For f = exp(iGz) the integral gives

⟨f⟩_w = exp(iGz) · sin(Gw/2)/(Gw/2).

If w = a and G = 2πj/a with integer j ≠ 0, the sine is sin(πj) = 0. The window of width a_A thus removes all oscillations of A, and that of width a_B removes those of B. Applying both gives the macroscopic average, written V̄. In A the first window leaves a constant, which the second preserves. In B the second window removes what the first left. The order is immaterial, since each window multiplies a Fourier component by a number.

The two windows together reach (a_A + a_B)/2 = 0.56 nm to either side. V̄ is flat at points at least this far inside a region where the potential is bulk-like.

One window is not enough. For the first harmonic of B, the A window leaves the fraction

sin(πa_A/a_B)/(πa_A/a_B) ≈ 0.07.

In the example the A window alone leaves a peak-to-peak ripple of 65 meV in B, about 61 meV of it from this harmonic, so the step would depend on where it was read.

**(c) Derive the offset and prove that it is independent of all three zeros.**

Assume that deep inside layer X (X = A or B) the charge density equals that of bulk X at the same strain. The difference D = V_J − V_X between junction and bulk potentials then satisfies

D'' = K(ρ_J − ρ_X) = 0, so D = s_X + F_X z.

F_X is a macroscopic field. Assume that it vanishes. In three dimensions D also has components that vary along the interface with wavevector g. They obey Laplace's equation and decay as exp(−|g|d) with distance d into the layer, so the conclusion holds deep inside.

W depends on the local density and is the same in bulk and interior. The interior Hamiltonian is therefore the bulk one plus the constant s_X. By part (a), the local valence edge and the mean potential on the junction scale are

E_v(X) = E_v^X + s_X,

V̄_J(X) = v̄_X + s_X.

"Local edge" means the edge of the infinite crystal obtained by continuing the interior potential periodically. Eliminate s_X by subtracting the second equation from the first:

E_v(X) = (E_v^X − v̄_X) + V̄_J(X) = β_X + V̄_J(X).

Taking B minus A gives the result:

ΔE_v = (E_v^B − v̄_B) − (E_v^A − v̄_A) + Δv̄,

Δv̄ = V̄_J(B) − V̄_J(A).

Now add unrelated constants c_A, c_B and c_J to the three potentials. The right-hand side becomes

(E_v^B + c_B − v̄_B − c_B) − (E_v^A + c_A − v̄_A − c_A) + (V̄_J(B) + c_J − V̄_J(A) − c_J).

Each constant cancels within its own bracket. The bulk zeros cancel between an edge and an average from the same calculation. The junction zero cancels between the two sides.

The proof also shows what can go wrong. V must mean the same thing in all three calculations: a short-range ionic term included in V for the junction but not for the bulk changes the averages unequally. If F_X is not zero, V̄_J is a sloping line, and the levels on both sides must be extrapolated to a stated interface plane. If a layer is so thin that its interior is not bulk-like, β_X does not describe it.

**(d) What determines the step Δv̄? Evaluate it from the charges.**

Macroscopic averaging commutes with differentiation, so V̄'' = Kρ̄. Choose z_A and z_B in the flat regions on either side, where V̄' = 0. Integrating once gives

K ∫ρ̄ dz = V̄'(z_B) − V̄'(z_A) = 0,

so the interface is neutral. Multiply Poisson's equation by z and integrate by parts:

K ∫zρ̄ dz = [zV̄'] − ∫V̄' dz = 0 − Δv̄.

Hence

Δv̄ = −K ∫ zρ̄ dz, from z_A to z_B.

Moving the origin of z changes the integral by a multiple of the net charge, which is zero. The step is thus set by the dipole per unit area of the averaged charge.

For the model the step can be resolved further. Let v(z) be the potential of one neutral, symmetric plane, with v = 0 far away. It vanishes on both sides because the plane has neither charge nor dipole. Writing 1 = (z²/2)'' and integrating by parts twice, with vanishing boundary terms,

∫v dz = ∫(z²/2) v'' dz = (K/2)Q, Q = ∫z²ρ dz = σ(s_ion² − s_el²).

There is one plane per period, so the average of the summed potential is

v̄ = KQ/(2a).

The numbers are

Q_A = 2.4 × (0.0025 − 0.0144) = −0.02856 e,

Q_B = 1.8 × (0.0025 − 0.0144) = −0.02142 e,

v̄_A = 18.0951 × (−0.02856)/1.08 = −0.4785 eV,

v̄_B = 18.0951 × (−0.02142)/1.16 = −0.3341 eV.

Both are negative: the ion charge is more compact than the electron charge, so an electron inside a plane is attracted. The planes contribute −0.3341 + 0.4785 = 0.1444 eV to the step.

The transfer leaves +0.04 e/nm² on the A side, at −0.10 nm from the interface, and puts −0.04 e/nm² at +0.10 nm. Its dipole per area is

p = 0.04 × (−0.10) − 0.04 × 0.10 = −0.0080 e/nm,

and its step is −Kp = 0.1448 eV. The sign is as expected: an electron has higher energy on the side that received electrons. Altogether

Δv̄ = (K/2)(Q_B/a_B − Q_A/a_A) − Kp = 0.289 eV.

The junction used as a test is a periodic stack of 8 cells of A and 16 of B with mirror-image interfaces. Symmetry makes the macroscopic field zero at the middle of each layer, and neutrality keeps it zero throughout the bulk-like interior. Solving Poisson's equation for the stack and averaging gives 0.2891 eV. The first moment of its averaged charge, −0.01598 e/nm, gives the same value.

**(e) Find the offset using three different bulk zeros, and check it without any reference potential.**

The zeros are: V averages to zero over the cell; V vanishes midway between planes; and V is the sum of isolated-plane potentials that vanish far away. The bulk results in eV are:

- cell average: E_v^A = −1.5886, v̄_A = 0; E_v^B = −1.4178, v̄_B = 0
- midpoint: E_v^A = −2.0230, v̄_A = −0.4344; E_v^B = −1.7317, v̄_B = −0.3139
- isolated planes: E_v^A = −2.0671, v̄_A = −0.4785; E_v^B = −1.7519, v̄_B = −0.3341

The raw differences E_v^B − E_v^A are 0.171, 0.291 and 0.315 eV. They disagree because each choice places the zero of B differently relative to the zero of A. In all three cases, however, β_A = −1.5886 eV and β_B = −1.4178 eV, so

ΔE_v = −1.4178 + 1.5886 + 0.2891 = 0.460 eV (460 meV).

The first check cuts one period from the middle of each layer of the junction potential, keeping the junction's energy scale. Integrating the Schrödinger equation across it gives a transfer matrix M. Bloch's theorem requires tr M = 2cos(ka), and the valence edge is the lowest energy at which tr M = −2. The edges found in the two layers differ by 0.45995 eV, as does the formula to the same digits. No average potential enters this route.

The second check uses the complete junction spectrum. The highest valence state is a hole confined in B. In the effective-mass approximation it lies below the edge of B by

δ = ħ²π²/[2m_h(L + ℓ)²],

where L is the layer thickness and ℓ allows for penetration into A. Taking the inverse square root,

1/√δ = (L + ℓ)√(2m_h)/(πħ).

Two thicknesses eliminate ℓ if it is nearly constant. Measured from the aligned edge β_B + V̄_J(B), the depths are 11.29 meV at L = 9.28 nm and 5.40 meV at 13.92 nm. With energies in eV, 1/√δ is 9.41 and 13.61, so

m_h/m = (ħ²/2m)π² × [(13.61 − 9.41)/4.64]² ≈ 0.31.

The curvature of the bulk band gives 0.311; the unrounded spectral value is 0.307. This comparison tests where the edge of B lies on the junction scale. It does not test the edge of A, so it supports only one half of the offset. It is sensitive to that half: placing the edge 1 meV too high would make the depths 12.29 and 6.40 meV and lower the inferred mass to about 0.21.

The conduction offset follows from the gaps of the model, 1.197 eV in A and 1.078 eV in B:

ΔE_c = ΔE_v + E_g^B − E_g^A = 0.460 + 1.078 − 1.197 = 0.341 eV.

Both edges are higher in B. This is a staggered alignment, with holes favouring B and electrons favouring A.

**(f) Which changes leave the offset alone, and which alter it?**

*Averaging a different potential.* Suppose V + W is averaged instead of V. In each interior W equals its bulk form, with average w̄_X. The bulk term loses w̄_B − w̄_A and the step gains it:

ΔE_v = [β_B − β_A − (w̄_B − w̄_A)] + [Δv̄ + (w̄_B − w̄_A)].

Numerically the bulk term changes from 0.171 to −0.110 eV and the step from 0.289 to 0.570 eV. Their sum stays at 0.460 eV. The division between "band" and "step" contributions is thus a convention, and neither part is an offset by itself.

*Using isolated-plane zeros without a junction calculation.* These zeros give v̄_X = KQ_X/(2a_X), so the raw edge difference already contains the plane part of the step:

E_v^B − E_v^A = β_B − β_A + (K/2)(Q_B/a_B − Q_A/a_A) = ΔE_v + Kp.

It equals 0.315 eV and misses −Kp = 0.145 eV. In the limit p = 0 it is correct for this model. Indeed, the offset read directly from a junction without charge transfer is 0.315 eV.

*Changing the interface.* The last result also shows that independence from the zeros is not independence from the interface. Two junctions of the same crystals with different dipoles have different offsets. A 10 % change in p moves this one by about 14 meV. Here p is prescribed. In a real junction it is fixed self-consistently and screened. For isovalent pairs such as silicon and germanium at fixed strain the offset depends little on the interface, and large changes occur mainly at heterovalent interfaces.

*Using the wrong strain.* Suppose the bulk calculation for B uses a period of 0.56 nm while the junction layer has 0.58 nm, with sheet charge, widths and step held fixed. Then β_B rises by 0.068 eV and the predicted offset becomes 0.528 eV, an error of 15 % relative to 0.460 eV. No choice of zero repairs this, because the two Hamiltonians differ by more than a constant.

**(g) How does the model compare with germanium on silicon, and how large are the effects it omits?**

The periods resemble the cubic lattice constants of silicon and of germanium grown coherently on it, stretched along the growth direction and compressed in the plane. In the real crystals the plane-averaged potential along [001] repeats every quarter of that length, so the model's planes do not stand for their atomic planes. The A gap is near silicon's rough 1.1 eV. The B gap of 1.08 eV is well above the rough 0.7 eV of unstrained germanium. The valence offset of coherent germanium on silicon is roughly 0.7 to 0.9 eV, larger than the model's 0.46 eV. The inputs below are rough typical values.

Spin-orbit coupling splits a threefold valence top into four states (counting spin) raised by Δ/3 and two lowered by 2Δ/3, which preserves their mean. With Δ = 0.04 eV in A and 0.30 eV in B, the offset grows by (0.30 − 0.04)/3 = 0.087 eV. In-plane compression raises the heavy-hole edge at the zone centre by the shear deformation potential times the tetragonal strain, about 2.5 × 0.074 = 0.185 eV, with the strain taken as a_B/a_A − 1. For germanium on silicon, ε_zz − ε_xx is nearer 0.070, which gives about 0.18 eV. The heavy-hole state there is not mixed by these two terms, so the shifts add: 0.460 + 0.087 + 0.185 ≈ 0.73 eV. That this falls near the real value is no evidence for the model, whose densities and dipole were chosen as round numbers.

Coherent strain is the assumption that thick germanium layers in photodetectors break. They relax through misfit dislocations, which removes most of the 0.185 eV shift of the heavy-hole edge and also changes β_B. The bulk calculation must then use the relaxed lattice, and the step must come from a matching interface.

Doping bends the bands. For a depletion layer of width w, the peak field is F = eNw/ε and the potential drop is φ = Fw/2, so F = √(2eNφ/ε). With N = 10¹⁷ cm⁻³, φ = 0.5 V and relative permittivity 12, F is 0.123 MV/cm. The reading points on the two sides are at least a_A + a_B = 1.12 nm apart, plus the width of the interface region that is not bulk-like. Over 1.12 nm the drop is 14 meV. This estimates the error made if the levels are read there and not extrapolated to the interface. Reading them deeper in the layers makes the error larger.

Heating to 300 K narrows the gaps by roughly 0.05 and 0.08 eV. If the valence edge takes the same fraction of the narrowing in both materials, the offset moves by at most about 0.03 eV. Unequal fractions could move it by up to 0.08 eV. Both bounds take the fractions between 0 and 1 and hold the step fixed. The thermal energy is 25.9 meV, so the model's offset is about 18 kT. A hole at the B edge still penetrates A, with an amplitude decay length of 0.75 nm: the band diagram changes abruptly, but the hole density does not.

Correlation and quasiparticle corrections are omitted and have not been sized here. If they leave the density unchanged, they enter through β_A and β_B, and the potential step stays the same. The numerical output lists the inputs and results of the example.

Values computed for the example and the checks

```
period A, B: 0.54, 0.58 nm
sheet charge A, B: 2.4, 1.8 e/nm^2
ion, electron plane width: 0.05, 0.12 nm
transferred charge: 0.04 e/nm^2
transfer distance, width: 0.2, 0.1 nm
cells in A, B layers: 8, 16
hbar^2/2m: 0.03810 eV nm^2; e/eps0: 18.0951 V nm
gap A, B: 1.1969, 1.0775 eV
bulk zero: Ev_A, vbar_A, Ev_B, vbar_B, Ev_B-Ev_A, offset (eV)
  cell average: -1.5886, -0.0000, -1.4178, 0.0000, 0.1708, 0.4599
  midpoint: -2.0230, -0.4344, -1.7317, -0.3139, 0.2913, 0.4599
  isolated planes: -2.0671, -0.4785, -1.7519, -0.3341, 0.3152, 0.4599
Ev - vbar in A, B: -1.5886, -1.4178 eV
band term (B minus A): 0.1708 eV
potential step: 0.2891 eV
offset from formula: 0.45995 eV = 459.9 meV
offset read directly in junction: 0.45995 eV
formula minus direct: -2.8e-10 eV
second moment Q_A, Q_B: -0.02856, -0.02142 e
plane averages A, B: -0.4785, -0.3341 eV
plane part of step: 0.1444 eV
transfer dipole p: -0.0080 e/nm
dipole part of step: 0.1448 eV
moment of averaged charge: -0.01598 e/nm
step from that moment: 0.2891 eV
missed with isolated-plane zeros: 0.1448 eV
total-potential band term: -0.1098 eV
total-potential step: 0.5698 eV
total-potential offset: 0.4599 eV
ripple in B, A-filter only: 65.2 meV
offset without charge transfer: 0.3152 eV
error, bulk B at 0.56 nm: 0.0678 eV
hole mass A, B (bulk): 0.296, 0.311 m_e
hole mass B (junction spectra): 0.307 m_e
hole confinement, B layer 9.28 nm: 11.29 meV
hole confinement, B layer 13.92 nm: 5.40 meV
hole amplitude decay length in A: 0.751 nm
neglected effects, from rough inputs:
  spin-orbit splittings A, B: 0.04, 0.30 eV
  spin-orbit shift of offset: 0.087 eV
  tetragonal strain of B: 7.4 %
  shear deformation potential: 2.5 eV
  strain shift of valence top: 0.185 eV
  doping: 1e+17 cm^-3; bending: 0.5 eV
  relative permittivity: 12
  depletion field: 0.123 MV/cm
  drop over a_A + a_B: 13.8 meV
  gap shrinkage to 300 K A, B: 0.05, 0.08 eV
  difference of shrinkages: 0.03 eV
  kT at 300 K: 25.9 meV
```
